# Spreading resistance of a circular contact on a uniaxial conductor: test program

```python
# Result under test: a disc contact of radius a on a uniaxial half-space whose
# axis is the surface normal has resistance R = sqrt(rho_p*rho_n)/(4*a).
# rho_p: in-plane resistivity; rho_n: resistivity along the normal z.
# zeta = z*sqrt(rho_n/rho_p) is the rescaled depth.
# Lengths are in cm and resistivities in ohm cm unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import RegularGridInterpolator
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


def graded(length, first, growth=1.12):
    """Face positions from 0 to length, with finest spacing near 0."""
    count = int(np.ceil(np.log(1 + length*(growth - 1)/first)/np.log(growth)))
    offsets = growth**np.arange(count + 1) - 1
    return length*offsets/offsets[-1]


def solve_contact(rho_p, rho_n, a, depth, width, interface=0.0):
    """Finite volumes in unscaled r,z; disc at 1 V, back and far side at 0 V."""
    fine = 1e-3*a
    inner = a - graded(a, fine)[::-1]
    rf = np.concatenate([inner, a + graded(width - a, fine)[1:]])
    zf = graded(depth, fine)
    r, z = (rf[1:] + rf[:-1])/2, (zf[1:] + zf[:-1])/2
    area, dz = np.pi*(rf[1:]**2 - rf[:-1]**2), np.diff(zf)
    radial = (2*np.pi*rf[1:-1]/(rho_p*np.diff(r)))[:, None]*dz[None, :]
    vertical = area[:, None]/(rho_n*np.diff(z))[None, :]
    contact = np.where(r < a, area/(interface + rho_n*z[0]), 0.0)
    fixed = np.zeros((len(r), len(z)))
    fixed[:, 0] += contact
    fixed[:, -1] += area/(rho_n*(depth - z[-1]))
    fixed[-1, :] += 2*np.pi*width*dz/(rho_p*(width - r[-1]))
    index = np.arange(fixed.size).reshape(fixed.shape)
    left = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    right = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    link = np.concatenate([radial.ravel(), vertical.ravel()])
    size = fixed.size
    diagonal = (fixed.ravel() + np.bincount(left, link, size)
                + np.bincount(right, link, size))
    off = coo_matrix((link, (left, right)), shape=(size, size))
    matrix = (diags(diagonal) - off - off.T).tocsc()
    source = np.zeros(fixed.shape)
    source[:, 0] = contact
    v = spsolve(matrix, source.ravel(), permc_spec="MMD_AT_PLUS_A")
    v = v.reshape(fixed.shape)
    ring_current = contact*(1 - v[:, 0])
    return 1/ring_current.sum(), ring_current, rf, r, z, v


def potential(r, zeta):
    """Imaginary-depth source integral for unit disc radius and voltage."""
    def integrand(t):
        return (1/np.sqrt(complex(r*r + (zeta + 1j*t)**2))).real
    breaks = [r] if 0 < r < 1 else None
    value = quad(integrand, 0, 1, points=breaks, limit=300,
                 epsabs=1e-11, epsrel=1e-11)[0]
    return 2*value/np.pi


# Rough typical inputs: silicide dot on n-type 6H-SiC, axis along the normal.
q = const.e
temperature = 300.0
density, mu_p, mu_n = 1e18, 150.0, 30.0
a, thickness = 50e-4, 400e-4
rho_p, rho_n = 1/(q*density*mu_p), 1/(q*density*mu_n)
rho_mean = np.sqrt(rho_p*rho_n)
resistance = rho_mean/(4*a)
stretch = np.sqrt(rho_n/rho_p)

# The resistance law, including both signs of anisotropy.
law_ratios = {}
for anisotropy in (0.2, 1.0, 5.0, 25.0):
    numeric = solve_contact(1.0, anisotropy, 1.0, 1000.0, 1000.0)[0]
    law_ratios[anisotropy] = numeric/(np.sqrt(anisotropy)/4)
    # One percent allows for the edge singularity and the finite outer box.
    assert abs(law_ratios[anisotropy] - 1) < 0.01
    if anisotropy != 1.0:
        assert abs(numeric/(anisotropy**(1/3)/4) - 1) > 0.1

# The source integral obeys the anisotropic equation in unscaled coordinates.
def physical_potential(r, z):
    return potential(r, z*stretch)


r0, z0, h = 0.7, 0.4, 0.01
centre = physical_potential(r0, z0)
plus, minus = physical_potential(r0 + h, z0), physical_potential(r0 - h, z0)
up, down = physical_potential(r0, z0 + h), physical_potential(r0, z0 - h)
planar = (plus - 2*centre + minus)/h**2 + (plus - minus)/(2*h*r0)
normal = (up - 2*centre + down)/h**2*rho_p/rho_n
assert abs(normal) > 0.01 and abs(planar + normal) < 1e-3

# Boundary values and normal derivatives of the source integral.
tiny = 1e-3
assert abs(potential(0.6, 1e-5) - 1) < 1e-4
assert abs(potential(1.5, 1e-5) - 2*np.arcsin(1/1.5)/np.pi) < 1e-4
disc_slope = (1 - potential(0.6, tiny))/tiny
assert abs(disc_slope - 2/(np.pi*np.sqrt(1 - 0.6**2))) < 1e-3
free_slope = (potential(1.5, tiny) - 2*np.arcsin(1/1.5)/np.pi)/tiny
assert abs(free_slope) < 1e-3
flux = quad(lambda s: 2*np.pi*s*2/(np.pi*np.sqrt(1 - s*s)), 0, 1)[0]
assert abs(flux - 4) < 1e-6
assert abs(potential(30.0, 40.0)*50 - 2/np.pi) < 1e-3
axis_half = potential(0.0, 1.0)
surface_half = potential(np.sqrt(2), 1e-6)
assert abs(axis_half - 0.5) < 1e-8 and abs(surface_half - 0.5) < 1e-4
assert abs(potential(0.0, 2.5) - 2*np.arctan(1/2.5)/np.pi) < 1e-8

# Potential and current distribution of the example from the direct solution.
thick_r, rings, faces, rc, zc, field = solve_contact(
    rho_p, rho_n, a, 1000*a, 1000*a)
interpolate = RegularGridInterpolator((rc/a, zc/a), field)
for point in ((0.3, 0.5), (1.5, 0.2), (3.0, 2.0)):
    direct = interpolate([point])[0]
    assert abs(direct - physical_potential(*point)) < 0.005
x = faces[1:]/a
inside = x < 0.9
fraction = np.cumsum(rings)/rings.sum()
assert np.max(np.abs(fraction[inside] - 1 + np.sqrt(1 - x[inside]**2))) < 0.01

# Finite thickness, interface resistance, and both together.
rescaled_thickness = thickness*stretch
thin_drop = 2*np.log(2)/np.pi*a/rescaled_thickness
thin_r = solve_contact(rho_p, rho_n, a, thickness, 1000*a)[0]
assert abs(thin_r/thick_r - (1 - thin_drop)) < 0.003
rho_c = 1e-5
interface_min = rho_c/(np.pi*a**2)
interface_r = solve_contact(rho_p, rho_n, a, 1000*a, 1000*a, rho_c)[0]
interface_added = interface_r - thick_r
assert interface_added > interface_min
combined_r = solve_contact(rho_p, rho_n, a, thickness, 1000*a, rho_c)[0]

# Estimates of other neglected effects, all from rough inputs.
current = 10e-3
voltage = current*resistance
power = current*voltage
kappa = 3.0
heating = power/(4*kappa*a)
mean_field = rho_n*current/(np.pi*a**2)
mass_ratio = 0.4
mass = mass_ratio*const.m_e
speed = np.sqrt(3*const.k*temperature/mass)
free_path_nm = mu_p*1e-4*mass/q*speed*1e9
metal_rho, metal_thickness = 3e-6, 1e-4
metal_sheet = metal_rho/metal_thickness
hot_temperature, mobility_power = 400.0, 2.0
hot_factor = (hot_temperature/temperature)**mobility_power

print(f"Electron density: {density:.1e} cm^-3")
print(f"In-plane mobility: {mu_p:.0f} cm2/Vs")
print(f"Normal mobility: {mu_n:.0f} cm2/Vs")
print(f"Temperature: {temperature:.0f} K")
print(f"Contact radius: {a*1e4:.1f} um")
print(f"In-plane resistivity: {rho_p:.5f} ohm cm")
print(f"Normal resistivity: {rho_n:.5f} ohm cm")
print(f"Resistivity ratio normal/in-plane: {rho_n/rho_p:.3f}")
print(f"Depth stretch factor: {stretch:.4f}")
print(f"Geometric mean resistivity: {rho_mean:.5f} ohm cm")
print(f"One-sided spreading resistance: {resistance:.4f} ohm")
print(f"Two-sided constriction resistance: {2*resistance:.4f} ohm")
print(f"Using in-plane resistivity alone: {rho_p/(4*a):.4f} ohm")
print(f"Using normal resistivity alone: {rho_n/(4*a):.4f} ohm")
print(f"Using cube-root mean: {(rho_p**2*rho_n)**(1/3)/(4*a):.4f} ohm")
for anisotropy, ratio in law_ratios.items():
    print(f"Direct R / formula, rho_n/rho_p={anisotropy:g}: {ratio:.5f}")
print(f"Direct example resistance, large crystal: {thick_r:.4f} ohm")
print(f"Half-voltage depth on axis: {a/stretch*1e4:.2f} um")
print(f"Half-voltage radius on surface: {np.sqrt(2)*a*1e4:.2f} um")
print(f"Radius enclosing half the current: {np.sqrt(3)/2*a*1e4:.2f} um")
print(f"Wafer thickness: {thickness*1e4:.1f} um")
print(f"Rescaled wafer thickness: {rescaled_thickness*1e4:.1f} um")
print(f"Thickness reduction, image formula: {100*thin_drop:.2f} %")
print(f"Thickness reduction, direct: {100*(1-thin_r/thick_r):.2f} %")
print(f"Interface resistivity: {rho_c:.1e} ohm cm2")
print(f"Minimum interface addition: {interface_min:.4f} ohm")
print(f"Direct interface addition: {interface_added:.4f} ohm")
print(f"Direct R with thickness and interface: {combined_r:.4f} ohm")
print(f"Metal resistivity: {metal_rho*1e6:.1f} uohm cm")
print(f"Metal thickness: {metal_thickness*1e4:.1f} um")
print(f"Metal sheet resistance: {metal_sheet:.4f} ohm/square")
print(f"Metal sheet/spreading ratio: {100*metal_sheet/resistance:.2f} %")
print(f"Test current: {current*1e3:.1f} mA")
print(f"Spreading voltage: {voltage*1e3:.2f} mV")
print(f"Spreading power: {power*1e3:.4f} mW")
print(f"Thermal conductivity: {kappa:.1f} W/(cm K)")
print(f"Self-heating estimate: {heating*1e3:.2f} mK")
print(f"Mean normal field under disc: {mean_field:.2f} V/cm")
print(f"Effective mass for path estimate: {mass_ratio:.2f} m_e")
print(f"In-plane mean free path estimate: {free_path_nm:.2f} nm")
print(f"Mean free path / contact radius: {free_path_nm/(a*1e7):.2e}")
print(f"Hot operating temperature: {hot_temperature:.0f} K")
print(f"Assumed inverse mobility power: {mobility_power:.1f}")
print(f"Hot/cold resistance at fixed density: {hot_factor:.3f}")
print(f"Hot spreading resistance estimate: {resistance*hot_factor:.3f} ohm")
print("every check passed")
```

Running it gives:

```
Electron density: 1.0e+18 cm^-3
In-plane mobility: 150 cm2/Vs
Normal mobility: 30 cm2/Vs
Temperature: 300 K
Contact radius: 50.0 um
In-plane resistivity: 0.04161 ohm cm
Normal resistivity: 0.20805 ohm cm
Resistivity ratio normal/in-plane: 5.000
Depth stretch factor: 2.2361
Geometric mean resistivity: 0.09304 ohm cm
One-sided spreading resistance: 4.6521 ohm
Two-sided constriction resistance: 9.3043 ohm
Using in-plane resistivity alone: 2.0805 ohm
Using normal resistivity alone: 10.4025 ohm
Using cube-root mean: 3.5576 ohm
Direct R / formula, rho_n/rho_p=0.2: 1.00099
Direct R / formula, rho_n/rho_p=1: 1.00149
Direct R / formula, rho_n/rho_p=5: 1.00179
Direct R / formula, rho_n/rho_p=25: 1.00245
Direct example resistance, large crystal: 4.6605 ohm
Half-voltage depth on axis: 22.36 um
Half-voltage radius on surface: 70.71 um
Radius enclosing half the current: 43.30 um
Wafer thickness: 400.0 um
Rescaled wafer thickness: 894.4 um
Thickness reduction, image formula: 2.47 %
Thickness reduction, direct: 2.41 %
Interface resistivity: 1.0e-05 ohm cm2
Minimum interface addition: 0.1273 ohm
Direct interface addition: 0.1992 ohm
Direct R with thickness and interface: 4.7471 ohm
Metal resistivity: 3.0 uohm cm
Metal thickness: 1.0 um
Metal sheet resistance: 0.0300 ohm/square
Metal sheet/spreading ratio: 0.64 %
Test current: 10.0 mA
Spreading voltage: 46.52 mV
Spreading power: 0.4652 mW
Thermal conductivity: 3.0 W/(cm K)
Self-heating estimate: 7.75 mK
Mean normal field under disc: 26.49 V/cm
Effective mass for path estimate: 0.40 m_e
In-plane mean free path estimate: 6.30 nm
Mean free path / contact radius: 1.26e-04
Hot operating temperature: 400 K
Assumed inverse mobility power: 2.0
Hot/cold resistance at fixed density: 1.778
Hot spreading resistance estimate: 8.270 ohm
every check passed
```
